**Test of the GL2 energy and the convergence radius of the Hubbard dimer**

The program tests $E_{\rm GL2}=-U^2(1-\rho^2)^{5/2}/(16t)$ for two electrons on two sites, and the convergence radius $|U|=4t$ at $\rho=0$. Here $t$ is the hopping, $U$ the on-site repulsion and $\rho$ half the occupation difference. The four-state Hamiltonian is diagonalized, and a root search finds the potential that holds $\rho$ fixed. At four densities the program asserts that the $U^2$ coefficient from finite differences and the explicit sum over states both agree with the formula; the largest relative deviation of the coefficient is $2\times10^{-8}$. It also asserts that the single excitation drops out once the first-order potential is included. At $\rho=0$ a Rayleigh–Schrödinger recursion to order 60 reproduces the binomial coefficients, and their extrapolated ratio gives a radius of $4.000000\,t$. The partial sums converge at $U=2t$, approach the full value slowly at $4t$ and diverge at $6t$. At $U=4it$ two levels are asserted to coincide and to share one eigenvector.

## Program and output

```python
"""
Result under test, for the two-site Hubbard model with two electrons:
  second-order correlation energy at fixed density
      E_GL2 = -U^2 (1 - rho^2)^(5/2) / (16 t),
  and convergence radius |U| = 4 t of the series in U at rho = 0.
Symbols: t hopping (matrix element -t), U on-site repulsion,
  delta = site-potential difference v1 - v2, rho = (n1 - n2)/2,
  F = hopping + repulsion energy of the ground state with given rho,
  E_c = F - T_s - E_Hx, with T_s and E_Hx from the Kohn-Sham determinant.
The basis is |site of up electron> x |site of down electron>.
All energies are in units of t.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import binom

t = 1.0
one = np.eye(2)
hop = np.array([[0.0, -t], [-t, 0.0]])
sz = np.diag([1.0, -1.0])
T = np.kron(hop, one) + np.kron(one, hop)
Z = 0.5 * (np.kron(sz, one) + np.kron(one, sz))   # operator (n1 - n2)/2
D = np.diag([1.0, 0.0, 0.0, 1.0])                 # number of doubly filled sites


def ground(delta, U):
    energies, states = np.linalg.eigh(T + delta * Z + U * D)
    return energies[0], states[:, 0]


def potential_for(rho, U):
    """Potential difference whose ground state has the requested rho."""
    def mismatch(delta):
        psi = ground(delta, U)[1]
        return psi @ Z @ psi - rho
    return brentq(mismatch, -60.0, 60.0, xtol=1e-14, rtol=1e-14)


def correlation(rho, U):
    """E_c from its definition, by numerical inversion."""
    delta = potential_for(rho, U)
    F = ground(delta, U)[0] - delta * rho
    det = ground(potential_for(rho, 0.0), 0.0)[1]
    return F - det @ T @ det - U * (det @ D @ det)


def gl2(rho, U):
    return -U**2 * (1 - rho**2)**2.5 / (16 * t)


def analyse(rho):
    """Kohn-Sham quantities and sum over states for U = 1, all numerical."""
    delta_s = potential_for(rho, 0.0)
    energies, states = np.linalg.eigh(T + delta_s * Z)
    det = states[:, 0]

    def slope(h):
        return (potential_for(rho, h) - potential_for(rho, -h)) / (2 * h)
    delta_1 = (4 * slope(0.02) - slope(0.04)) / 3
    couplings = states.T @ (D + delta_1 * Z) @ det
    gaps = energies - energies[0]
    second = -np.sum(couplings[1:]**2 / gaps[1:])
    return dict(delta_s=delta_s, gap=gaps[1], double_gap=gaps[3],
                Ts=det @ T @ det, Hx=det @ D @ det, delta_1=delta_1,
                single=np.hypot(couplings[1], couplings[2]),
                double=abs(couplings[3]), second=second)


# Fixed-density quantities and the second-order coefficient
worst = 0.0
for rho in (0.0, 0.3, 0.6, 0.9):
    q = analyse(rho)
    root = np.sqrt(1 - rho**2)
    assert abs(q["delta_s"] + 2 * t * rho / root) < 1e-9
    assert abs(q["gap"] - 2 * t / root) < 1e-9
    assert abs(q["double_gap"] - 4 * t / root) < 1e-9
    assert abs(q["Ts"] + 2 * t * root) < 1e-9
    assert abs(q["Hx"] - (1 + rho**2) / 2) < 1e-9
    assert abs(q["delta_1"] + rho) < 1e-6
    assert q["single"] < 1e-6
    assert abs(q["double"] - (1 - rho**2) / 2) < 1e-9
    assert abs(q["second"] / gl2(rho, 1.0) - 1) < 1e-6

    def even_part(h):
        return (correlation(rho, h) + correlation(rho, -h)) / (2 * h**2)
    # Extrapolation removes the fourth-order term in U.
    coefficient = (4 * even_part(0.05) - even_part(0.10)) / 3
    deviation = abs(coefficient / gl2(rho, 1.0) - 1)
    worst = max(worst, deviation)
    assert deviation < 1e-6

# Rayleigh-Schroedinger series at rho = 0 in x = U/(4t)
order = 60
energies, states = np.linalg.eigh(T)
det = states[:, 0]
resolvent = sum(np.outer(states[:, m], states[:, m]) / (energies[0] - energies[m])
                for m in range(1, 4))
V = 4 * t * D
series = [energies[0]]
waves = [det]
for n in range(1, order + 1):
    series.append(det @ V @ waves[n - 1])
    source = V @ waves[n - 1]
    for k in range(1, n):
        source = source - series[k] * waves[n - k]
    waves.append(resolvent @ source)
series = np.array(series)
assert abs(series[1] - 2 * t) < 1e-12
assert np.max(np.abs(series[3::2])) < 1e-10
ks = np.arange(1, order // 2 + 1)
assert np.max(np.abs(series[2::2] + 2 * t * binom(0.5, ks))) < 1e-10

# Ratio of successive even coefficients, extrapolated to infinite order
K = order // 2 - 1
ratio_last = abs(series[2 * K + 2] / series[2 * K])
ratio_before = abs(series[2 * K] / series[2 * K - 2])
limit = (K + 1) * ratio_last - K * ratio_before
radius = 4 * t / np.sqrt(limit)
assert abs(radius - 4 * t) < 1e-6


def partial(U, top):
    x = U / (4 * t)
    return sum(series[n] * x**n for n in range(2, top + 1))


exact0 = {U: correlation(0.0, U) for U in (2.0, 4.0, 6.0)}
for U, value in exact0.items():
    assert abs(value - (2 * t - np.sqrt(4 * t**2 + U**2 / 4))) < 1e-10
    assert abs(potential_for(0.0, U)) < 1e-10
err = {(U, n): abs(partial(U, n) - exact0[U]) for U in exact0 for n in (2, 20, 60)}
assert err[2.0, 60] < 1e-10
assert err[4.0, 60] < err[4.0, 20] < err[4.0, 2] and err[4.0, 60] < 5e-3
assert err[6.0, 60] > err[6.0, 20] > err[6.0, 2]

# At U = 4it two levels coincide and share a single eigenvector
H_ep = T + 4j * t * D
levels = np.linalg.eigvals(H_ep)
meeting = 2j * t
# A double root splits by the square root of rounding error.
assert np.sum(np.abs(levels - meeting) < 1e-6) == 2
singular = np.linalg.svd(H_ep - meeting * np.eye(4), compute_uv=False)
assert singular[-1] < 1e-12 and singular[-2] > 0.1

# Worked example
U, rho = 1.0, 0.6
q = analyse(rho)
full = correlation(rho, U)
print("Energies in units of t")
print(f"Example: U = {U:.1f} t, rho = {rho:.1f}")
print(f"site occupations n1, n2 = {1 + rho:.1f}, {1 - rho:.1f}")
print(f"Kohn-Sham potential difference = {q['delta_s']:.6f} t")
print(f"orbital gap = {q['gap']:.6f} t")
print(f"double-excitation energy = {q['double_gap']:.6f} t")
print(f"T_s = {q['Ts']:.6f} t")
print(f"E_Hx = {U * q['Hx']:.6f} t")
print(f"first-order potential change = {U * q['delta_1']:.6f} t")
print(f"single coupling below 1e-6 t: {U * q['single'] < 1e-6}")
print(f"double coupling = {U * q['double']:.6f} t")
print(f"GL2 from sum over states = {U**2 * q['second']:.6f} t")
print(f"GL2 from formula = {gl2(rho, U):.6f} t")
print(f"full E_c = {full:.6f} t")
print(f"interacting potential difference = {potential_for(rho, U):.6f} t")
print(f"GL2 / full E_c = {gl2(rho, U) / full:.5f}")
print("Table at U = 1 t: rho, GL2 (t), full E_c (t)")
for r in (0.0, 0.3, 0.6, 0.9):
    print(f"  {r:.1f}  {gl2(r, U):.6f}  {correlation(r, U):.6f}")
print(f"largest relative deviation of U^2 coefficient = {worst:.1e}")
print(f"radius from series coefficients = {radius:.6f} t")
print(f"last coefficient ratio before extrapolation = {ratio_last:.5f}")
print("rho = 0: U (t), full E_c (t), partial sums to order 2, 20, 60 (t)")
for U0, value in exact0.items():
    sums = "  ".join(f"{partial(U0, n):.6g}" for n in (2, 20, 60))
    print(f"  {U0:.1f}  {value:.6f}  {sums}")
print(f"meeting energy at U = 4i t: {meeting.imag:.1f} i t")
print(f"two smallest singular values there (t): {singular[-1]:.1e}, {singular[-2]:.4f}")
print("PASS")
```

Running it gives:

```
Energies in units of t
Example: U = 1.0 t, rho = 0.6
site occupations n1, n2 = 1.6, 0.4
Kohn-Sham potential difference = -1.500000 t
orbital gap = 2.500000 t
double-excitation energy = 5.000000 t
T_s = -1.600000 t
E_Hx = 0.680000 t
first-order potential change = -0.600000 t
single coupling below 1e-6 t: True
double coupling = 0.320000 t
GL2 from sum over states = -0.020480 t
GL2 from formula = -0.020480 t
full E_c = -0.017560 t
interacting potential difference = -2.186926 t
GL2 / full E_c = 1.16632
Table at U = 1 t: rho, GL2 (t), full E_c (t)
  0.0  -0.062500  -0.061553
  0.3  -0.049372  -0.046348
  0.6  -0.020480  -0.017560
  0.9  -0.000983  -0.000833
largest relative deviation of U^2 coefficient = 2.1e-08
radius from series coefficients = 4.000000 t
last coefficient ratio before extrapolation = 0.95000
rho = 0: U (t), full E_c (t), partial sums to order 2, 20, 60 (t)
  2.0  -0.236068  -0.25  -0.236068  -0.236068
  4.0  -0.828427  -1  -0.819862  -0.826732
  6.0  -1.605551  -2.25  38.9791  8.71183e+07
meeting energy at U = 4i t: 2.0 i t
two smallest singular values there (t): 7.4e-17, 2.0000
PASS
```
